\section*{Temperature around a small hot sphere in a scattering-free phonon medium}

\section*{Problem}

A black sphere of radius $a$ is buried in a large solid and held at the uniform temperature $T_0+\Delta T_s$, with $\Delta T_s\ll T_0$. Phonons arriving from far away are in equilibrium at $T_0$. The solid is a gray medium: all phonons have the same speed $v$ and the same mean free path $\Lambda$, and the heat capacity per volume is $C$. Both $a$ and the distances $r$ of interest, measured from the centre of the sphere, are so far below $\Lambda$ that scattering may be left out.

Without collisions there is no local equilibrium, so a temperature must be defined. Let $u(r)$ be the excess of the phonon energy density over its value at $T_0$. The equivalent temperature rise is that of an equilibrium state with the same energy density, linearised in the rise:
\begin{equation}
\Delta T(r)=\frac{u(r)}{C}.
\label{def}
\end{equation}
How does $\Delta T$ fall with distance when $r\gg a$, and how does this compare with Fourier's law?

\section*{A tempting solution}

In the steady state the same power $P$ crosses every sphere around the source, so the radial flux is $q=P/(4\pi r^2)$. Put this into Fourier's law with conductivity $k$:
\begin{equation}
\frac{P}{4\pi r^2}=-k\,\frac{d\Delta T}{dr}.
\label{fourier}
\end{equation}
Integrating from $r$ to infinity, where $\Delta T=0$, gives $\Delta T=P/(4\pi k r)$. The condition $\Delta T(a)=\Delta T_s$ fixes $P=4\pi k a\,\Delta T_s$, and therefore
\begin{equation}
\Delta T_F(r)=\Delta T_s\,\frac{a}{r}.
\label{wrong}
\end{equation}
The conductivity has cancelled. A long mean free path means a large $k$, but the profile does not depend on $k$, so it seems that \eqref{wrong} must survive when scattering is removed.

\section*{Where it fails}

The energy balance is sound. The fault is the right-hand side of \eqref{fourier}, as the power shows.

First recall where $k$ comes from. Let the temperature vary slowly along $z$. A phonon crossing a plane at angle $\theta$ to $z$ had its last collision about $\Lambda$ upstream, where the temperature differed by $-\Lambda\cos\theta\,dT/dz$. With directions spread over $4\pi$,
\begin{equation}
q=\int v\cos\theta\left(-C\Lambda\cos\theta\,\frac{dT}{dz}\right)\frac{d\Omega}{4\pi}
=-\frac{Cv\Lambda}{3}\,\frac{dT}{dz},
\qquad k=\frac{Cv\Lambda}{3},
\label{k}
\end{equation}
because the average of $\cos^2\theta$ over all directions is $1/3$. The argument requires phonons that arrive from all sides after colliding nearby, in a temperature that changes little over $\Lambda$.

With this $k$, the tempting solution demands the power $P_F=4\pi ka\,\Delta T_s=\tfrac43\pi aCv\Lambda\,\Delta T_s$, which grows without bound as $\Lambda$ grows. A surface cannot supply that. In equilibrium the excess energy density $C\Delta T_s$ is spread evenly over directions, and the part crossing a unit area from one side is
\begin{equation}
\int_{\rm hemisphere}v\cos\theta\,C\Delta T_s\,\frac{d\Omega}{4\pi}
=\frac{vC\Delta T_s}{2}\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=\frac{vC\Delta T_s}{4}.
\label{oneway}
\end{equation}
A black surface emits this much excess flux, and excess phonons coming back can only reduce the net loss. The sphere therefore loses at most $4\pi a^2\cdot vC\Delta T_s/4=\pi a^2vC\Delta T_s$. The tempting solution exceeds this limit by the factor
\begin{equation}
\frac{\tfrac43\pi aCv\Lambda\,\Delta T_s}{\pi a^2vC\,\Delta T_s}=\frac{4\Lambda}{3a}\gg1 .
\label{excess}
\end{equation}
The cancellation of $k$ was no evidence that the law holds: it followed from assuming the law all the way to the surface.

\section*{Solution by following the rays}

Let $I$ be the excess intensity: energy per time, per area normal to the ray and per solid angle. Phonons within $d\Omega$ move at speed $v$, so they contribute $I\,d\Omega/v$ to the energy density:
\begin{equation}
u=\frac1v\int I\,d\Omega .
\label{density}
\end{equation}
In equilibrium at $T_0+\Delta T_s$ the intensity is isotropic and $u=C\Delta T_s$. Then \eqref{density} reads $C\Delta T_s=4\pi I_s/v$, or
\begin{equation}
I_s=\frac{vC\Delta T_s}{4\pi}.
\label{Is}
\end{equation}
A black surface absorbs everything that falls on it. To keep the balance in equilibrium it must emit this same intensity in every outward direction. Its emission depends on its own temperature and not on what arrives, so it still emits $I_s$ here.

In the steady state without scattering, nothing is added to a ray or taken from it, so $I$ is constant along the ray. At distance $r$, each ray that comes from the sphere carries $I_s$, and every other ray comes from the background and carries zero excess. The $1/r^2$ weakening of a source does not appear in the intensity; it enters through the solid angle that the source fills.

The outermost ray touches the sphere. The radius to the point of contact is perpendicular to it, so the half-angle $\theta_m$ of the cone obeys $\sin\theta_m=a/r$. The solid angle is
\begin{equation}
\Omega=2\pi\int_0^{\theta_m}\sin\theta\,d\theta
=2\pi(1-\cos\theta_m)
=2\pi\left(1-\sqrt{1-\frac{a^2}{r^2}}\right).
\label{omega}
\end{equation}
From \eqref{def}, \eqref{density} and \eqref{Is}, $\Delta T=I_s\Omega/(vC)=\Delta T_s\,\Omega/4\pi$. Hence
\begin{equation}
\Delta T(r)=\frac{\Delta T_s}{2}\left(1-\sqrt{1-\frac{a^2}{r^2}}\right),\qquad r\ge a .
\label{result}
\end{equation}
For small $x=a^2/r^2$ we have $\sqrt{1-x}=1-x/2-x^2/8-\dots$, so
\begin{equation}
\Delta T(r)=\Delta T_s\,\frac{a^2}{4r^2}\left(1+\frac{a^2}{4r^2}+\dots\right).
\label{far}
\end{equation}
Far away the rise falls as the inverse square of the distance. For the same sphere temperature, its ratio to Fourier's value \eqref{wrong} is $a/(4r)$.

\subsection*{Near the surface}

At $r=a$, \eqref{result} gives $\Delta T_s/2$. Just outside the sphere the outgoing half of the directions is hot and the incoming half is not. The temperature therefore jumps at the surface, and the boundary condition used for \eqref{wrong} fails as well.

The approach to the inverse-square law is seen in the logarithmic slope. With $s=\sqrt{1-x}$ we have $\Delta T=\tfrac12\Delta T_s(1-s)$, $ds/dx=-1/(2s)$ and $dx/d\ln r=-2x$, so $ds/d\ln r=x/s$. Since $x=(1-s)(1+s)$,
\begin{equation}
\frac{d\ln\Delta T}{d\ln r}=-\frac{1}{1-s}\,\frac{x}{s}=-\frac{1+s}{s}
=-1-\frac{1}{\sqrt{1-a^2/r^2}} .
\end{equation}
The slope tends to $-2$ far away and is steeper close to the sphere.

\subsection*{Why one power of distance is lost}

The flux weights each ray by its radial component:
\begin{equation}
q=2\pi I_s\int_0^{\theta_m}\cos\theta\sin\theta\,d\theta
=\pi I_s\sin^2\theta_m=\frac{vC\Delta T_s}{4}\,\frac{a^2}{r^2}.
\label{flux}
\end{equation}
The total power $4\pi r^2q=P=\pi a^2vC\Delta T_s$ is the same at every $r$, as it must be, and equals the limit found above. Dividing \eqref{flux} by $u=C\Delta T$, and using $x/(1-s)=1+s$, gives
\begin{equation}
\frac{q}{u}=\frac{v}{2}\,\frac{x}{1-s}=\frac v2\,(1+s).
\end{equation}
This is the mean outward speed of the excess energy: $v/2$ at the surface and $v$ far away, where the rays are nearly parallel. The flux falls as $1/r^2$ in both theories. In the ballistic case the energy density is the flux divided by a nearly constant speed, so it falls in the same way. In Fourier's law the flux is proportional to the gradient of temperature, and integrating $1/r^2$ gives $1/r$.

The equivalent temperature can also be read as that of a thermometer. A black sphere of radius $b\ll r-a$ absorbs $\pi b^2\int I\,d\Omega=\pi b^2vu$ and, at a rise $\Delta T'$, emits $\pi b^2vC\Delta T'$. The two balance at $\Delta T'=u/C$.

\section*{How the inverse-distance law returns}

Let $\Lambda$ now be finite, with isotropic scattering that conserves energy, and let $a\ll r$ and $a\ll\Lambda$. The source is then a point of power $P$ with unscattered density $u_0=P/(4\pi vr^2)$.

For $r\ll\Lambda$, attenuation multiplies $u_0$ by $e^{-r/\Lambda}\approx1-r/\Lambda$. The scattered phonons are not lost, however. At distance $r'$ the power scattered per volume is $u_0(r')\,v/\Lambda=P/(4\pi\Lambda r'^2)$. Each element sends it out isotropically and adds its power divided by $4\pi vd^2$ to the density at distance $d$. With $\mu$ the cosine of the angle between the two position vectors, $d^2=r^2+r'^2-2rr'\mu$, and
\begin{align}
u_1&=\frac{P}{16\pi^2v\Lambda}\int_0^\infty dr'\int_{-1}^{1}\frac{2\pi\,d\mu}{r^2+r'^2-2rr'\mu}\nonumber\\
&=\frac{P}{16\pi^2v\Lambda}\,\frac{2\pi}{r}\int_0^\infty\frac{dt}{t}\,\ln\left|\frac{1+t}{1-t}\right| ,\qquad t=\frac{r'}{r}.
\end{align}
For $t<1$ the logarithm is $2(t+t^3/3+t^5/5+\dots)$, so the range from 0 to 1 gives $2(1+1/9+1/25+\dots)=\pi^2/4$. The substitution $t\to1/t$ shows that the range above 1 gives the same. The integral is $\pi^2/2$, so $u_1=\pi P/(16v\Lambda r)$ and $u_1/u_0=\pi^2r/(4\Lambda)$. To first order in $r/\Lambda$,
\begin{equation}
\frac{u}{u_0}=1+\left(\frac{\pi^2}{4}-1\right)\frac r\Lambda\approx1+1.47\,\frac r\Lambda .
\label{first}
\end{equation}
Scattering raises the density, because deflected phonons linger.

For $r\gg\Lambda$ diffusion applies, but with the power that the sphere can really emit:
\begin{equation}
\Delta T=\frac{P}{4\pi kr}=\frac{3\,\pi a^2vC\Delta T_s}{4\pi Cv\Lambda r}
=\frac{3a}{4\Lambda}\,\Delta T_s\,\frac ar .
\end{equation}
The inverse-distance law returns, reduced from \eqref{wrong} by the factor in \eqref{excess}. At equal power the diffusive density is $3r/\Lambda$ times $u_0$, so the two limiting laws cross at $r=\Lambda/3$. Neither holds there: the full gray transport gives about 1.6 times their common value.

\section*{Numbers for silicon at 4 K}

Take $a=200$ nm, $T_0=4$ K, $\Delta T_s=100$ mK and a rough gray speed $v=6000$ m/s. At 2 $\mu$m, $a^2/r^2=0.01$ and
\begin{equation}
\Delta T=50\ {\rm mK}\times\left(1-\sqrt{0.99}\right)=0.251\ {\rm mK}.
\end{equation}
The far law gives $100\ {\rm mK}\times0.01/4=0.250$ mK, and Fourier's law gives 10 mK, forty times more.

\begin{center}
\begin{tabular}{ccc}
$r$ ($\mu$m) & ballistic (mK) & Fourier, same $\Delta T_s$ (mK)\\
0.2 & 50.0 & 100\\
0.4 & 6.70 & 50\\
1 & 1.01 & 20\\
2 & 0.251 & 10\\
20 & 0.0025 & 1
\end{tabular}
\end{center}

The power requires $C$. Three branches of speed $v$ have $3\kappa^2d\kappa/(2\pi^2)$ modes per volume between wavenumbers $\kappa$ and $\kappa+d\kappa$. With $y=\hbar v\kappa/k_BT_0$ and the heat capacity $k_By^2e^y/(e^y-1)^2$ of one mode,
\begin{equation}
C=\frac{3k_B}{2\pi^2}\left(\frac{k_BT_0}{\hbar v}\right)^3\int_0^\infty\frac{y^4e^y\,dy}{(e^y-1)^2}
=\frac{2\pi^2}{5}\,k_B\left(\frac{k_BT_0}{\hbar v}\right)^3 ,
\end{equation}
since the integral is $4\pi^4/15$. This gives $C=36.2$ J/(m$^3$\,K) and
\begin{equation}
P=\pi\,(2\times10^{-7})^2\times6000\times36.2\times0.1\ {\rm W}=2.7\ {\rm nW}.
\end{equation}

\subsection*{Set beside a real chip}

The example lies in the regime of cryogenic electronics, where phonons in clean silicon can cross much of a wafer. Of the idealisations whose effect is computed here, isotropy moves the numbers most. In a cubic crystal the energy of a phonon does not in general travel along its wavevector, and it is focused into certain directions. I solved the elastic wave equation numerically for 300\,000 wavevector directions, with rough constants $c_{11},c_{12},c_{44}=166,64,80$ GPa and density 2330 kg/m$^3$, and added up the thermal energy whose group velocity lies in the cone filled by the sphere. At 2 $\mu$m the rise is 5.2 times the gray value along [100], 1.9 times along [110] and 1.6 times along [111]; raising the rough constants by about 1\% shifts the first factor by about 0.07 and leaves the other two unchanged to these digits. The average over all directions is one, so some other directions must lie below the gray value. Along [100] the rise is thus about 1.3 mK, still well below Fourier's 10 mK. The inverse-square law holds in a given direction once the cone is so narrow that the focused energy is uniform across it; it fails on the sharp edges of the focusing pattern. At 2 $\mu$m the cone is not yet that narrow. Between 2 and 4 $\mu$m the factor grows along [110], so the rise there falls more slowly than the inverse square; along [100] and [111] the factor shrinks, and the rise falls faster. At 4 $\mu$m the factors along [100], [110] and [111] are about 4.4, 3.1 and 1.3. The factors given first therefore belong to 2 $\mu$m and should not be carried over to other distances. The emitted power rises by about 1.5\%, or by about 1\% if the elastic constants are taken roughly 1\% larger.

The other corrections computed here are smaller. The energy density really grows as $T^4$, which raises $\Delta T$ at 2 $\mu$m by 3.8\% of its linearised value and leaves the far power law unchanged. For an assumed rough $\Lambda=5$ mm, \eqref{first} adds 0.6\% at 20 $\mu$m. If the sphere lies midway in a wafer of thickness $H=0.7$ mm with mirror-like faces, its images at distances $nH$ add $2\sum_{n\ge1}r^2/(r^2+n^2H^2)$, or 0.3\%, at 20 $\mu$m in the midplane. The dominant thermal wavelength, taken at the maximum of the integrand in $C$, is 19 nm; the circumference of the sphere is 67 times longer, which supports the use of rays.

Two features of real devices act on the prefactor. A surface that emits a fraction $\varepsilon$ of the black intensity in all directions reduces $\Delta T$ by the factor $\varepsilon$. A source below a mirror-like chip surface has an image above it. The image doubles the distant rise in directions where the source hides no part of it. If the source nearly touches the surface, it hides part of the image in most directions, and the gain there is less than double. At room temperature the mean free paths in silicon are far shorter and widely spread, and scattering could not be neglected at the micrometre distances used here.
